# Time lag of a two-layer barrier and its independence of layer order

A stack of two thin layers separates copper from a region that absorbs it. With the cobalt liner facing the copper and the tantalum nitride barrier behind it, the stack holds 1.129 copper atoms per nm² in the steady state. With the layers swapped it holds 0.171, less by a factor of 6.6. Yet the time lag, read by extending the late straight line of released copper back to zero, is 2086 s (0.58 h) in both orders. One would expect a stack that must take up more copper to let it through later. The theorem below shows why it does not.

## Setting and statement

Let $x$ run from the entry face, $x=0$, to the exit face, $x=L$. The activity $a(x,t)$ of the diffusing species is dimensionless. Layer $i$ has thickness $l_i$, diffusivity $D_i$ and sorption constant $K_i$, all positive and constant within the layer.

**Assumptions.**

1. Sorption is linear: the concentration is $c=K_i a$ in layer $i$.
2. Transport is one-dimensional, with flux $J=-D_i\,\partial c/\partial x=-P_i\,\partial a/\partial x$, where $P_i=D_iK_i$.
3. At the joint, $a$ and $J$ are continuous. The concentration therefore jumps there if $K_1\ne K_2$.
4. The stack is empty at $t=0$. Afterwards $a(0,t)=a_0$ and $a(L,t)=0$.

Conservation of atoms then reads

$$K\frac{\partial a}{\partial t}=\frac{\partial}{\partial x}\left(P\frac{\partial a}{\partial x}\right),\tag{1}$$

where $K$ and $P$ take the values of the local layer. No $\hbar$, electron mass or charge enters, so the algebra is the same in atomic units as in any consistent set. Define for each layer

$$r_i=\frac{l_i}{P_i},\qquad C_i=K_il_i,\qquad \tau_i=C_ir_i=\frac{l_i^2}{D_i},\qquad R=r_1+r_2 .$$

These are a resistance, a capacity, a diffusion time and the total resistance.

**Theorem.** Let $Q(t)=\int_0^tJ(L,t')\,dt'$ be the amount released per area. At late times $Q(t)-J_s(t-\theta)\to0$, with $J_s=a_0/R$ and

$$\theta=\frac{1}{R}\left[\tau_1\left(\frac{r_1}{6}+\frac{r_2}{2}\right)+\tau_2\left(\frac{r_2}{6}+\frac{r_1}{2}\right)\right].\tag{2}$$

Swapping the layers leaves $\theta$ unchanged. The steady concentration profiles of the two orders coincide only if $D_1=D_2$ and $K_1=K_2$.

## The steady state and the approach to it

In the steady state the flux is the same at every $x$, so $da_s/dx=-J_s/P$. Let

$$h(x)=\frac1R\int_0^x\frac{dx'}{P(x')},\tag{3}$$

the fraction of the total resistance that lies between the entry and $x$. It rises from 0 to 1. Integration from the entry gives $a_s=a_0-J_sRh$, and the condition $a_s(L)=0$ fixes $J_s=a_0/R$. Hence $a_s=a_0(1-h)$.

This already proves the statement about profiles. At the entry face the steady concentration is $K_{\rm first}a_0$ and its slope is $-J_s/D_{\rm first}$. Since $J_s$ is the same in both orders, equal profiles require equal $K$ and equal $D$.

**Lemma 1.** The activity approaches $a_s$ exponentially, in the sense that $E(t)=\tfrac12\int_0^LK(a_s-a)^2dx$ decays at least as fast as $e^{-2t/(CR)}$, where $C=C_1+C_2$.

*Proof.* The difference $v=a_s-a$ obeys (1) and vanishes at both faces. Multiply its equation by $v$ and integrate by parts. The terms at the joint cancel because $v$ and $P\,\partial v/\partial x$ are continuous, so

$$\frac{dE}{dt}=\int_0^Lv\,\frac{\partial}{\partial x}\left(P\frac{\partial v}{\partial x}\right)dx=-\int_0^LP\left(\frac{\partial v}{\partial x}\right)^2dx .$$

Because $v(0,t)=0$, the Cauchy–Schwarz inequality gives

$$v(x,t)^2=\left(\int_0^x\frac{1}{\sqrt P}\,\sqrt P\,\frac{\partial v}{\partial x'}\,dx'\right)^2\le R\int_0^LP\left(\frac{\partial v}{\partial x'}\right)^2dx' .$$

Multiplying by $K$ and integrating over $x$ yields $2E\le CR\int P(\partial v/\partial x)^2dx$. Therefore $dE/dt\le-2E/(CR)$, which integrates to the stated decay. ∎

## The weighted balance

**Lemma 2.** For all $t>0$,

$$Q(t)=J_st-\int_0^LK\,a(x,t)\,h(x)\,dx .\tag{4}$$

*Proof.* Multiply (1) by $h$ and integrate over the stack. Two integrations by parts give

$$\frac{d}{dt}\int_0^LKah\,dx=\left[P\frac{\partial a}{\partial x}h\right]_0^L-\left[a\,P\frac{dh}{dx}\right]_0^L+\int_0^La\,\frac{d}{dx}\left(P\frac{dh}{dx}\right)dx .$$

There are no terms from the joint, since $a$, $J$, $h$ and $P\,dh/dx$ are continuous there. By (3), $P\,dh/dx=1/R$ is constant, so the last integral vanishes. In the first bracket $h(0)=0$ and $h(L)=1$, which leaves $-J(L,t)$. In the second, $a(L,t)=0$ and $a(0,t)=a_0$, which with the minus sign leaves $+a_0/R=J_s$. Thus

$$\frac{d}{dt}\int_0^LKah\,dx=J_s-J(L,t).$$

Integrate from time 0, when the stack is empty, and solve for $Q$. ∎

The weight $h$ has a direct meaning. Suppose both faces are held at zero activity and a narrow pulse of one atom per area is placed at $x_0$. The same calculation, now with $a(0,t)=0$, gives $\frac{d}{dt}\int Kah\,dx=-J(L,t)$. The integral starts at $h(x_0)$ and decays to zero, so the share of the pulse that leaves through the exit is $h(x_0)$. The rest returns to the entry. The shortfall $J_st-Q$ in (4) thus counts the stored atoms that would reach the exit if the entry activity were suddenly set to zero. Atoms stored close to the entry hardly count.

## Proof of the theorem

By the Cauchy–Schwarz inequality, $|\int K(a_s-a)h\,dx|\le\sqrt{\int Kh^2dx}\,\sqrt{2E}$, and this tends to zero by Lemma 1. In (4) we may therefore replace $a$ by $a_s=a_0(1-h)$ at late times. Comparison with $J_s(t-\theta)$ and division by $J_s=a_0/R$ give

$$\theta=R\int_0^LK\,h(1-h)\,dx .\tag{5}$$

Now turn the stack around. A given piece of material keeps its $K$ and its thickness, but the resistance that lay before it now lies behind it. At that piece $h$ becomes $1-h$ and $1-h$ becomes $h$. The product is unchanged, and so is the integral. For two uniform layers, turning the stack around is the same as swapping the layers. This proves the invariance.

To evaluate (5), write $x=l_1y$ in the first layer, where $h=r_1y/R$ and $0\le y\le1$:

$$R\,C_1\int_0^1\frac{r_1y}{R}\left(1-\frac{r_1y}{R}\right)dy=C_1r_1\left(\frac12-\frac{r_1}{3R}\right)=\tau_1\,\frac{3R-2r_1}{6R}=\frac{\tau_1}{R}\left(\frac{r_1}{6}+\frac{r_2}{2}\right).$$

The last step uses $3R-2r_1=r_1+3r_2$. In the second layer measure $y$ from the exit face, so that $1-h=r_2y/R$. The integral has the same form with the labels exchanged. The sum is (2). ∎

**The example.** The inputs are as follows.

- Liner: $l=2$ nm, $D=4\times10^{-3}$ nm²/s, $K=0.5$ nm⁻³, hence $r=1000$ nm² s, $C=1.0$ nm⁻² and $\tau=1000$ s.
- Barrier: $l=3$ nm, $D=10^{-3}$ nm²/s, $K=0.1$ nm⁻³, hence $r=30000$ nm² s, $C=0.3$ nm⁻² and $\tau=9000$ s.

The entry activity is $a_0=1$, that of pure copper. Equation (2) gives

$$\theta=\frac{9000\,(5000+500)+1000\,(167+15000)}{31000}\ \text{s}\approx1597\ \text{s}+489\ \text{s}=2086\ \text{s}.$$

A time-dependent solution on a mesh of 120 cells per layer, which makes no use of $h$, gives late lines with a lag of 2086.1 s in each order. Going from 60 to 120 cells per layer shifts that lag by 0.15 s.

## Where the extra copper goes

With the liner first, the activity at the joint is $30000/31000=0.968$. The liner is nearly in equilibrium with the copper: its mean activity is 0.984, so it holds 0.984 atoms/nm². The barrier has mean activity 0.484 and holds 0.145. With the barrier first, the joint is at 0.032. The barrier holds 0.155 atoms/nm² and the liner 0.016.

The liner contributes 489 s to the lag in either order, for opposite reasons. At the entry it holds much copper, but nearly all of it would go back if the entry activity were set to zero. At the exit it holds little, but nearly all of that would come out. The product $h(1-h)$ treats the two cases alike.

In general, let $M$ be the steady stored amount. Averaging the linear activity profile in each layer gives, with layer 1 first,

$$M_{12}=a_0\left[C_1\left(1-\frac{r_1}{2R}\right)+C_2\frac{r_2}{2R}\right].$$

Exchanging the labels gives $M_{21}$. Subtracting, and using $1-r_1/R=r_2/R$ and $1-r_2/R=r_1/R$,

$$M_{12}-M_{21}=\frac{a_0}{R}\,(C_1r_2-C_2r_1).$$

The stored amounts agree when $C_1/r_1=C_2/r_2$, that is, when $D_1K_1^2=D_2K_2^2$. Different layers can satisfy this, so an equal stored amount does not imply an equal profile. For the example the difference is $(30000-300)/31000=0.958$ atoms/nm², as found above.

**Corollary (inlet side).** The amount that has entered obeys $Q_{\rm in}-J_s(t+\theta_{\rm in})\to0$ with

$$\theta_{\rm in}=R\int_0^LK(1-h)^2dx .$$

*Proof.* What has entered has either left or is still stored, so at late times $Q_{\rm in}$ approaches $J_s(t-\theta)+M$. Hence

$$\theta_{\rm in}=\frac{M}{J_s}-\theta=R\int_0^LK(1-h)\,dx-R\int_0^LKh(1-h)\,dx,$$

and the integrands combine to $K(1-h)^2$. ∎

Reversal turns $(1-h)^2$ into $h^2$, so the inlet intercept generally depends on order. Here it is 32914 s with the liner first and 3214 s with the barrier first. Since $\theta_{\rm in}=M/J_s-\theta$, the two intercepts agree when $D_1K_1^2=D_2K_2^2$. For the present stack an uptake measurement would tell the two orders apart at once; the late line of released copper does not.

## The whole outflow curve is unchanged

**Proposition.** Under the same assumptions, $J(L,t)$ is the same in both orders at every time $t>0$.

*Proof.* Let a hat denote the Laplace transform in time with variable $s$. Since the stack starts empty, (1) becomes $\hat a''=q_i^2\hat a$ in layer $i$, with $q_i^2=s/D_i$. Let $y$ be the distance measured back from the downstream face of a layer, where the values are $\hat a_d$ and $\hat J_d$. Then

$$\hat a=\hat a_d\cosh q_iy+\frac{\hat J_d}{P_iq_i}\sinh q_iy,\qquad \hat J=P_i\frac{d\hat a}{dy}=P_iq_i\hat a_d\sinh q_iy+\hat J_d\cosh q_iy .$$

The flux carries a plus sign because $y$ runs against $x$. At the exit $\hat a_d=0$ and $\hat J_d=\hat J(L,s)$. Carrying the solution through layer 2 gives, at the joint, $\hat a=\hat J(L,s)\sinh(q_2l_2)/(P_2q_2)$ and $\hat J=\hat J(L,s)\cosh(q_2l_2)$. Carrying these through layer 1 to the entry, where $\hat a=a_0/s$, gives $a_0/s=B(s)\hat J(L,s)$ with

$$B(s)=\cosh(q_1l_1)\frac{\sinh(q_2l_2)}{P_2q_2}+\frac{\sinh(q_1l_1)}{P_1q_1}\cosh(q_2l_2).\tag{6}$$

Exchanging the labels exchanges the two terms. Thus $\hat J(L,s)$ is unchanged, and so is the outflow curve, which its transform determines. ∎

Equation (6) also gives the lag by a second road. Since $(q_il_i)^2=s\tau_i$, to first order in $s$ we have $\cosh q_il_i=1+s\tau_i/2$ and $\sinh(q_il_i)/(P_iq_i)=r_i(1+s\tau_i/6)$. Therefore $B=B_0+B_1s+\dots$ with $B_0=R$ and

$$B_1=r_2\left(\frac{\tau_1}{2}+\frac{\tau_2}{6}\right)+r_1\left(\frac{\tau_1}{6}+\frac{\tau_2}{2}\right).$$

The transform of $Q$ is $a_0/(s^2B)=(a_0/B_0)(1/s^2-B_1/(B_0s)+\dots)$, so the late line is $(a_0/R)(t-B_1/R)$. Collecting the terms in $\tau_1$ and $\tau_2$ shows that $B_1/R$ is (2).

In the example the outflow has reached 0.4 % of its steady value at a quarter of the lag, 13 % at half the lag, 60 % at the lag and 95 % at twice the lag, in both orders. The lag is an intercept, not the moment at which leakage begins.

## Limiting cases

**Identical layers.** With $r_1=r_2=r$, $\tau_1=\tau_2=\tau$ and $l_1=l_2=l$, (2) gives $\theta=2\tau(2r/3)/(2r)=2\tau/3=(2l)^2/(6D)$, the lag of a single slab of thickness $2l$.

**One layer carries nearly all the resistance.** Let $r_2/r_1\to0$ with $\tau_1$ and $\tau_2$ held fixed. Then (2) tends to

$$\theta\to\frac{\tau_1}{6}+\frac{\tau_2}{2}.$$

With the weak resistance at the exit, the second term is easily read. In the steady state layer 2 carries the flux $J_s$, so its concentration falls linearly from $J_sl_2/D_2$ to zero. It stores $J_sl_2^2/(2D_2)$, which is a time $\tau_2/2$ of steady flow.

For the example this limit gives $1500+500=2000$ s, 4 % below the full result. The barrier alone has a lag of 1500 s. Adding the liner raises the lag by 586 s, or 39 %, but raises the resistance by one part in thirty and so lowers the steady flux by about 3 %. A longer lag is therefore poor evidence of a smaller leak.

## Conditions under which the invariance fails

**Three layers.** Equation (5) holds for any number of layers, and so does invariance under full reversal. Other reorderings are not covered. Add a layer X with $l=2$ nm, $D=5\times10^{-4}$ nm²/s and $K=0.3$ nm⁻³. The orders liner–barrier–X and X–barrier–liner both have a lag of 6251 s, while barrier–liner–X has 15183 s. In the last order the liner, with its large capacity, sits between two large resistances. The resistance of X is 13333 nm² s, so $h\approx0.69$ in the liner, and it contributes about $44333\times1.0\times0.69\times0.31\approx9500$ s. In the first order it contributes about 490 s.

**A resistance that stays at the exit.** Let a non-storing resistance $r_e$ lie behind the stack and remain there when the layers are swapped. Put $R'=R+r_e$. The new weight is $h'=Rh/R'$, and $1-h'=[R(1-h)+r_e]/R'$. Inserting these in (5) gives

$$\theta'=\frac{R}{R'}\left[\theta+r_e\int_0^LKh\,dx\right]=\frac{R}{R'}\left[\theta+r_e\left(C-\frac{M}{a_0}\right)\right],\tag{7}$$

where $M$ is the steady content without the added resistance. Now the order matters, through $M$, unless $D_1K_1^2=D_2K_2^2$. For $r_e=0.05R=1550$ nm² s and $C=1.3$ nm⁻², the liner-first order gives $(2086+1550\times0.171)/1.05\approx2239$ s. The barrier-first order gives $(2086+1550\times1.129)/1.05\approx3653$ s. The same resistance at the joint stays between the layers on reversal, and the lag is 2225 s in both orders.

**Saturable traps.** Suppose immobile traps of density $N$ and binding constant $b$ are in local equilibrium with the mobile atoms, which still carry the flux $-P\,\partial a/\partial x$. The total concentration is $c(a)=Ka+Nba/(1+ba)$. The proof of Lemma 2 uses linearity in the flux, not in the storage, so it holds with $Ka$ replaced by $c(a)$. Once the steady profile is reached,

$$\theta=\frac{1}{J_s}\int_0^Lc(a_s)\,h\,dx .$$

When $ba\ll1$ everywhere, the traps raise $K$ to $K+Nb$ in the storage only: $C_i$ and $\tau_i=C_ir_i$ grow by the factor $1+Nb/K$, while $P_i$ and $r_i$ keep their values. The symmetry survives. Otherwise $c(a_s)h$ is not symmetric under exchange of $h$ and $1-h$. With $N=0.05$ nm⁻³ and $b=20$ in the liner, the lag is 2134 s with the liner first and 2779 s with the barrier first. A direct time integration of the nonlinear equation agrees with these values within 0.3 %.

**A stack that is not empty at the start.** If the initial activity is $a_i(x)$, the time integration in Lemma 2 adds $\int Ka_ih\,dx$ to $Q$, and the lag falls by that amount divided by $J_s$. This term contains $h$ alone and generally depends on order.

**Drift.** Assumption 2 excludes a driving force such as an electric field, a current or a stress gradient. Such a force keeps its direction when the layers are swapped. With a uniform force toward the exit that lowers the energy by $0.1\,kT$ across the stack, the lag is 2094 s with the liner first and 2078 s with the barrier first; for $1\,kT$ it is 2159 s and 2005 s.

## The model beside a real interconnect

Layers of a few nanometres are used between copper and the dielectric in interconnects, with the liner on the copper side; the swapped order serves here as a comparison. The diffusivities and sorption constants are illustrative values assigned to an anneal at 673 K, not measurements on a particular film. Real values depend strongly on the microstructure of the film, and if both diffusivities change by a common factor, the lag changes by its inverse. One assumption open to doubt is the perfect sink at the exit. If the passage into the dielectric adds a fixed resistance without storage, (7) applies: 5 % of $R$ raises the lag by 7 % in the liner-first order and by 75 % in the other. A dielectric that fills up with copper, with no sink behind it, is a different case. The activity at the exit then rises, the flux dies away, and there is no lasting straight line from which to read a lag. Temperature matters as well: for an activation energy of 1.2 eV in both layers and fixed $K$, 10 K more shortens the lag by 26 %. The same assumptions give about 700 years at 378 K, but 0.1 eV more or less changes that figure by a factor of nearly four, and a lag is not a device lifetime. A barrier 10 % thinner, treated as a separate column, has a lag of 1790 s, 14 % shorter. Hopping between atomic planes 0.25 nm apart raises the lag by 0.2 % if the outermost planes lie half a spacing inside the faces, and lowers it by 0.5 % if they lie on the faces and the plane at the joint is shared equally between the layers. If that plane is counted wholly as liner the lag rises by 1.8 %, and if wholly as barrier it falls by 2.8 %, so the make-up of the joint matters more than the discreteness of the hops. Spread evenly over the lattice sites of the liner, copper would fill about 0.6 % of them at the entry, which supports linear sorption in that case. If it gathers in grain boundaries or strong traps, the local filling is higher and linear sorption may fail. Electromigration with an effective charge of 10, a resistivity of 200 µΩ cm and 1 MA/cm² across the stack amounts to about $0.017\,kT$ and separates the two lags by less than 3 s; field-driven motion of copper ions in the dielectric lies outside the model.

## Computed results

```
INPUTS (rough), LB = liner at entry, BL = barrier at entry
liner: l=2.0 nm, D=4.0e-03 nm^2/s, K=0.5 nm^-3
liner: r=1000 nm^2 s, l^2/D=1000 s
barrier: l=3.0 nm, D=1.0e-03 nm^2/s, K=0.1 nm^-3
barrier: r=30000 nm^2 s, l^2/D=9000 s
anneal temperature 673 K, entry activity 1
closed-form lag 2086.0 s = 0.579 h
steady flux 3.226e-05 atoms/(nm^2 s)
LB: lag from transient 2086.1 s
LB: activity at joint 0.9677
LB: conc. at joint 0.4839 | 0.0968 nm^-3
LB: stored copper 1.1290 atoms/nm^2
LB: inlet advance 32914 s
BL: lag from transient 2086.1 s
BL: activity at joint 0.0323
BL: conc. at joint 0.0032 | 0.0161 nm^-3
BL: stored copper 0.1710 atoms/nm^2
BL: inlet advance 3214 s
stored-amount ratio LB/BL 6.60
mesh shift of lag, 60 to 120 cells: -0.152 s
outflow/steady at 0.25 lag: LB 0.0041, BL 0.0041
outflow/steady at 0.5 lag: LB 0.1336, BL 0.1336
outflow/steady at 1.0 lag: LB 0.6004, BL 0.6004
outflow/steady at 2.0 lag: LB 0.9462, BL 0.9462
barrier alone: lag 1500.0 s
third layer X: l=2.0 nm, D=5.0e-04 nm^2/s, K=0.3 nm^-3
three layers L-B-X: lag 6251 s
three layers X-B-L: lag 6251 s
three layers B-L-X: lag 15183 s
NEGLECTED EFFECTS, sized with rough inputs
5% of R added at joint: lag LB 2225 s, BL 2225 s
5% of R added at exit: lag LB 2239 s, BL 3653 s
liner traps: density 0.05 nm^-3, binding b=20
with traps: lag LB 2134 s, BL 2779 s
atomic planes 0.25 nm apart: lag change 0.24 %
barrier 10% thinner: lag 1790 s
activation energy 1.2 eV (both layers, K held fixed)
10 K hotter: lag change -26.1 %
lag at use temperature 378 K: 682 years
electromigration inputs: Z*=10, 200 uohm cm, 1 MA/cm^2
drift energy across barrier / kT: 0.0103
liner site filling at entry (90 sites/nm^3): 0.56 %
```
